\section*{Spin integration of the coupled-cluster doubles equations for a closed-shell reference}

\section*{Setting and conventions}

A closed-shell molecule is described by a restricted Hartree--Fock (RHF) determinant $|0\rangle$: every occupied spatial orbital holds one $\alpha$ and one $\beta$ electron. The spatial orbitals are real, and the Hamiltonian $H$ contains no spin operators. Capital letters denote spin orbitals and small letters spatial orbitals; $i,j,k,l$ are occupied, $a,b,c,d$ are virtual, and $p,q,r,s$ are arbitrary. Indices repeated within a product and absent from the left-hand side are summed. The integrals are
\[
\langle pq|rs\rangle=\frac{e^2}{4\pi\varepsilon_0}\iint \frac{p(\mathbf r_1)q(\mathbf r_2)r(\mathbf r_1)s(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1\,d^3r_2 ,
\]
and $\langle PQ||RS\rangle=\langle PQ|RS\rangle-\langle PQ|SR\rangle$. The Fock matrix is $f$.

Coupled-cluster doubles (CCD) uses $e^{T}|0\rangle$ with
\[
T=\tfrac14 t_{IJ}^{AB}\,a_A^\dagger a_B^\dagger a_Ja_I ,
\]
where $t_{IJ}^{AB}$ changes sign when $I,J$ or $A,B$ are exchanged. The amplitudes follow from $R_{IJ}^{AB}=\langle\Phi_{IJ}^{AB}|e^{-T}He^{T}|0\rangle=0$, with $|\Phi_{IJ}^{AB}\rangle=a_A^\dagger a_B^\dagger a_Ja_I|0\rangle$. The starting point is the expanded spin-orbital form of this residual,
\begin{align}
R_{IJ}^{AB}={}&\langle AB||IJ\rangle+P_{AB}\,\mathcal F_{BC}t_{IJ}^{AC}-P_{IJ}\,\mathcal F_{KJ}t_{IK}^{AB}\nonumber\\
&+\tfrac12\langle AB||CD\rangle t_{IJ}^{CD}+\tfrac12\mathcal W_{KLIJ}t_{KL}^{AB}\nonumber\\
&+P_{IJ}P_{AB}\bigl(Y_{IJ}^{AB}+\tfrac12Z_{IJ}^{AB}\bigr),\label{so}
\end{align}
where $P_{IJ}X_{IJ}=X_{IJ}-X_{JI}$ and
\begin{align*}
\mathcal F_{BC}&=f_{BC}-\tfrac12\langle KL||CD\rangle t_{KL}^{BD},\\
\mathcal F_{KJ}&=f_{KJ}+\tfrac12\langle KL||CD\rangle t_{JL}^{CD},\\
\mathcal W_{KLIJ}&=\langle KL||IJ\rangle+\tfrac12\langle KL||CD\rangle t_{IJ}^{CD},\\
Y_{IJ}^{AB}&=\langle KB||CJ\rangle t_{IK}^{AC},\\
Z_{IJ}^{AB}&=\langle KL||CD\rangle t_{IK}^{AC}t_{LJ}^{DB}.
\end{align*}
Equation \eqref{so} was tested against the projection that defines it, using explicit determinant matrices and random amplitudes; see the numerical output.

\section*{(a) Which spin blocks are independent?}

\textit{Let $T$ conserve $S_z$. Express every nonzero opposite-spin amplitude through $t_{ij}^{ab}\equiv t_{i\alpha\,j\beta}^{a\alpha\,b\beta}$.}

\textbf{Solution.} Conservation of $S_z$ requires the upper pair to contain as many $\alpha$ labels as the lower pair. This leaves $\alpha\alpha$, $\beta\beta$ and four arrangements with one spin of each kind. Exchanging labels until the $\alpha$ orbital stands first in each pair gives
\begin{align}
t_{i\alpha j\beta}^{a\beta b\alpha}&=-t_{i\alpha j\beta}^{b\alpha a\beta}=-t_{ij}^{ba},\nonumber\\
t_{i\beta j\alpha}^{a\alpha b\beta}&=-t_{j\alpha i\beta}^{a\alpha b\beta}=-t_{ji}^{ab},\label{orders}\\
t_{i\beta j\alpha}^{a\beta b\alpha}&=(-1)^2t_{j\alpha i\beta}^{b\alpha a\beta}=t_{ji}^{ba}.\nonumber
\end{align}
Antisymmetry alone therefore leaves three blocks: $\alpha\alpha$, $\beta\beta$ and $\alpha\beta$. It does not relate them to one another, and it does not make $t_{ij}^{ab}$ equal to $t_{ji}^{ba}$. Such relations need a further spin symmetry. Invariance under the exchange $\alpha\leftrightarrow\beta$ already gives $t(\alpha\alpha)=t(\beta\beta)$ and, by the third line of \eqref{orders}, $t_{ij}^{ab}=t_{ji}^{ba}$, but it does not tie the same-spin blocks to the opposite-spin block. Part (b) derives all the relations from total spin.

\section*{(b) What does a singlet impose on its doubles coefficients?}

\textit{Let $|\Psi\rangle$ satisfy $S_z|\Psi\rangle=0$ and $S_+|\Psi\rangle=0$, and let $x$ denote its coefficients on the doubly excited determinants. Find all relations between the blocks $x(\alpha\alpha)$, $x(\beta\beta)$ and $x_{ij}^{ab}\equiv x_{i\alpha j\beta}^{a\alpha b\beta}$.}

\textbf{Solution.} In units of $\hbar$, $S_-=\sum_p a_{p\beta}^\dagger a_{p\alpha}=(S_+)^\dagger$. The anticommutation rules give
\[
[S_-,a_{p\alpha}^\dagger]=a_{p\beta}^\dagger,\qquad [S_-,a_{p\beta}]=-a_{p\alpha},
\]
while $S_-$ commutes with $a_{p\beta}^\dagger$ and $a_{p\alpha}$. Moreover $S_-|0\rangle=0$: flipping an occupied $\alpha$ spin would put a second $\beta$ electron in the same orbital. This is where the closed shell enters.

Take a determinant with $S_z=+1$, $|X\rangle=a_{a\alpha}^\dagger a_{b\alpha}^\dagger a_{j\beta}a_{i\alpha}|0\rangle$. Moving $S_-$ through the operators yields
\begin{align*}
S_-|X\rangle=\bigl(&a_{a\beta}^\dagger a_{b\alpha}^\dagger a_{j\beta}a_{i\alpha}
+a_{a\alpha}^\dagger a_{b\beta}^\dagger a_{j\beta}a_{i\alpha}\\
&-a_{a\alpha}^\dagger a_{b\alpha}^\dagger a_{j\alpha}a_{i\alpha}\bigr)|0\rangle .
\end{align*}
In the first term, exchanging the creators gives a minus sign and the standard order with $a,b$ interchanged. Since $0=\langle X|S_+\Psi\rangle=\langle S_-X|\Psi\rangle$, we have $0=-x_{ij}^{ba}+x_{ij}^{ab}-x(\alpha\alpha)_{ij}^{ab}$, or
\begin{equation}
x(\alpha\alpha)_{ij}^{ab}=x_{ij}^{ab}-x_{ij}^{ba}.\label{aa}
\end{equation}

Next take $|X'\rangle=a_{a\alpha}^\dagger a_{b\beta}^\dagger a_{j\beta}a_{i\beta}|0\rangle$:
\begin{align*}
S_-|X'\rangle=\bigl(&a_{a\beta}^\dagger a_{b\beta}^\dagger a_{j\beta}a_{i\beta}
-a_{a\alpha}^\dagger a_{b\beta}^\dagger a_{j\alpha}a_{i\beta}\\
&-a_{a\alpha}^\dagger a_{b\beta}^\dagger a_{j\beta}a_{i\alpha}\bigr)|0\rangle .
\end{align*}
In the middle term $-a_{j\alpha}a_{i\beta}=+a_{i\beta}a_{j\alpha}$, which is the standard order with $i,j$ interchanged. Hence $0=x(\beta\beta)_{ij}^{ab}+x_{ji}^{ab}-x_{ij}^{ab}$, or
\begin{equation}
x(\beta\beta)_{ij}^{ab}=x_{ij}^{ab}-x_{ji}^{ab}.\label{bb}
\end{equation}

The left side of \eqref{aa} is antisymmetric in $i,j$ and that of \eqref{bb} in $a,b$, so their right sides must be too:
\begin{align*}
x_{ij}^{ab}-x_{ij}^{ba}+x_{ji}^{ab}-x_{ji}^{ba}&=0,\\
x_{ij}^{ab}-x_{ji}^{ab}+x_{ij}^{ba}-x_{ji}^{ba}&=0.
\end{align*}
Define $d_{ij}^{ab}=x_{ij}^{ab}-x_{ji}^{ba}$. The first line says $d_{ij}^{ab}=x_{ij}^{ba}-x_{ji}^{ab}=d_{ij}^{ba}$. The second says $d_{ij}^{ab}=x_{ji}^{ab}-x_{ij}^{ba}=d_{ji}^{ab}$. Together they give $d_{ij}^{ab}=d_{ji}^{ba}$, whereas the definition gives $d_{ji}^{ba}=-d_{ij}^{ab}$. Thus $d=0$, and
\begin{equation}
x_{ij}^{ab}=x_{ji}^{ba},\qquad x(\alpha\alpha)_{ij}^{ab}=x(\beta\beta)_{ij}^{ab}=x_{ij}^{ab}-x_{ij}^{ba}.\label{lemma}
\end{equation}
The $\beta\beta$ result uses $x_{ji}^{ab}=x_{ij}^{ba}$ in \eqref{bb}.

If $T$ is a singlet operator, meaning that it commutes with all spin components, then $S_+T|0\rangle=TS_+|0\rangle=0$. The doubles coefficients of $T|0\rangle$ are the amplitudes, so they obey \eqref{lemma}. In particular
\begin{equation}
t(\alpha\alpha)_{ij}^{ab}=t(\beta\beta)_{ij}^{ab}=u_{ij}^{ab}\equiv t_{ij}^{ab}-t_{ij}^{ba}.\label{u}
\end{equation}

\section*{(c) Are these relations sufficient?}

\textit{Show that amplitudes obeying \eqref{lemma} make $T$ a singlet operator.}

\textbf{Solution.} Let $E_{ai}=\sum_\sigma a_{a\sigma}^\dagger a_{i\sigma}$. Because occupied and virtual operators anticommute,
\[
\tfrac12t_{ij}^{ab}E_{ai}E_{bj}=\tfrac12\sum_{\sigma\tau}t_{ij}^{ab}\,a_{a\sigma}^\dagger a_{b\tau}^\dagger a_{j\tau}a_{i\sigma}.
\]
The terms $\sigma\tau=\alpha\beta$ and $\beta\alpha$ are equal after relabelling $i\leftrightarrow j$, $a\leftrightarrow b$, since $t_{ij}^{ab}=t_{ji}^{ba}$. Their sum has weight one. The same weight arises in $T$ from four equal spin arrangements times $\frac14$. For $\sigma=\tau$ the operator string is antisymmetric in $a,b$, so $\frac12t_{ij}^{ab}$ may be replaced by $\frac14(t_{ij}^{ab}-t_{ij}^{ba})$, the same-spin part of $T$. Therefore $T=\frac12t_{ij}^{ab}E_{ai}E_{bj}$.

Each factor is spin free:
\[
[S_-,E_{ai}]=a_{a\beta}^\dagger a_{i\alpha}-a_{a\beta}^\dagger a_{i\alpha}=0 .
\]
The same calculation holds for $E_{ia}$, and its adjoint gives $[S_+,E_{ai}]=0$. Then $S_z=\frac12[S_+,S_-]$ commutes as well, and $T$ is a singlet.

\section*{(d) Why is one spin block of equations enough?}

\textit{Relate the residuals of the three blocks when $T$ is a singlet. Can the $\alpha\alpha$ equation replace the $\alpha\beta$ equation?}

\textbf{Solution.} Both $H$ and $T$ commute with $S_+$ and $S_z$, hence so does $e^{-T}He^{T}$. The vector $|\Psi\rangle=e^{-T}He^{T}|0\rangle$ satisfies the conditions of part (b), and its doubles coefficients are the residuals. Thus
\begin{equation}
R(\alpha\alpha)_{ij}^{ab}=R(\beta\beta)_{ij}^{ab}=R_{ij}^{ab}-R_{ij}^{ba},\label{R}
\end{equation}
with $R_{ij}^{ab}=R_{ji}^{ba}$. If amplitudes obeying \eqref{lemma}, that is \eqref{u} together with $t_{ij}^{ab}=t_{ji}^{ba}$, make the $\alpha\beta$ residual vanish, all the others vanish too.

The mechanism can be seen in the particle ladder term. In the $\alpha\alpha$ block it is
\[
\tfrac12(\langle ab|cd\rangle-\langle ab|dc\rangle)u_{ij}^{cd}=\langle ab|cd\rangle(t_{ij}^{cd}-t_{ij}^{dc}),
\]
because $u_{ij}^{cd}=-u_{ij}^{dc}$. Antisymmetrizing the $\alpha\beta$ ladder $\langle ab|cd\rangle t_{ij}^{cd}$ subtracts $\langle ba|cd\rangle t_{ij}^{cd}=\langle ab|cd\rangle t_{ij}^{dc}$, which is the same expression.

The converse fails. Equation \eqref{R} contains no information about the part of $R_{ij}^{ab}$ symmetric in $a,b$. With one occupied orbital there is no $\alpha\alpha$ equation at all, although the opposite-spin pair is correlated.

Three conditions limit the result.
\begin{itemize}
\item The singlet property is an assumption about the solution. The equations are nonlinear, and the argument does not exclude roots with broken spin symmetry.
\item For a single determinant whose occupied $\alpha$ and $\beta$ orbitals span different spaces (a high-spin open shell, or an unrestricted solution that has not collapsed to the RHF one), $S_+|0\rangle$ and $S_-|0\rangle$ do not both vanish, and the proof no longer applies.
\item If singles $T_1=t_i^aE_{ai}$ are added, $T$ is still a singlet and \eqref{R} still holds. Projecting $S_+|\Psi\rangle=0$ on $a_{a\alpha}^\dagger a_{i\beta}|0\rangle$ gives $R(\beta)_i^a-R(\alpha)_i^a=0$. One singles equation must then be solved together with the $\alpha\beta$ doubles equation.
\end{itemize}

\section*{(e) The opposite-spin equation}

\textit{Carry out the spin sums in \eqref{so} for $I=i\alpha$, $J=j\beta$, $A=a\alpha$, $B=b\beta$.}

\textbf{Solution.} An integral $\langle PQ|RS\rangle$ survives if $P,R$ have equal spin and $Q,S$ have equal spin. Set $w_{ij}^{ab}=t_{ij}^{ab}+u_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba}$.

\textit{Effective Fock terms.} In $\mathcal F_{BC}$ both orbitals are $\beta$. For $D=d\beta$ all spins are $\beta$, and antisymmetry of $u$ in $k,l$ gives
\[
\tfrac12(\langle kl|cd\rangle-\langle kl|dc\rangle)u_{kl}^{bd}=\langle kl|cd\rangle u_{kl}^{bd}.
\]
For $D=d\alpha$ the two assignments of $K,L$ each give $\frac12\langle kl|cd\rangle t_{kl}^{bd}$; when $K$ is $\alpha$, the minus sign of the exchange integral cancels that in \eqref{orders}. The sum contains $w$. The same steps, with $c,d$ in the roles of $k,l$, apply to $\mathcal F_{KJ}$:
\begin{equation}
F_{bc}=f_{bc}-\langle kl|cd\rangle w_{kl}^{bd},\quad
F_{kj}=f_{kj}+\langle kl|cd\rangle w_{jl}^{cd}.\label{F}
\end{equation}
The $\alpha$ matrices are identical because $t(\alpha\alpha)=t(\beta\beta)$ and $t_{ij}^{ab}=t_{ji}^{ba}$. The permuted terms contain $t_{i\alpha j\beta}^{b\beta c\alpha}=-t_{ij}^{cb}$ and $t_{j\beta k\alpha}^{a\alpha b\beta}=-t_{kj}^{ab}$, so altogether they contribute
\[
F_{bc}t_{ij}^{ac}+F_{ac}t_{ij}^{cb}-F_{kj}t_{ik}^{ab}-F_{ki}t_{kj}^{ab}.
\]

\textit{Ladders.} The two spin assignments of an intermediate pair contribute equally, which cancels the factor $\frac12$. The result is $\langle ab|cd\rangle t_{ij}^{cd}+(\langle kl|ij\rangle+\langle kl|cd\rangle t_{ij}^{cd})t_{kl}^{ab}$.

\textit{Linear rings.} In $Y_{IJ}^{AB}$ the orbitals $K,C$ have equal spin. If it is $\alpha$, the term is $\langle kb|cj\rangle u_{ik}^{ac}$; if $\beta$, it is $(\langle kb|cj\rangle-\langle kb|jc\rangle)t_{ik}^{ac}$. The sum is $\langle kb|cj\rangle w_{ik}^{ac}-\langle kb|jc\rangle t_{ik}^{ac}$. In $-Y_{JI}^{AB}$ spin conservation fixes $K=k\alpha$, $C=c\beta$:
\[
-\bigl(-\langle kb|ic\rangle\bigr)\bigl(-t_{kj}^{ac}\bigr)=-\langle kb|ic\rangle t_{kj}^{ac}.
\]
The remaining two permutations are these expressions with $i\leftrightarrow j$ and $a\leftrightarrow b$.

\textit{Quadratic rings.} Relabelling $K\leftrightarrow L$, $C\leftrightarrow D$ shows $Z_{JI}^{BA}=Z_{IJ}^{AB}$. The four permutations with prefactor $\frac12$ therefore reduce to $Z_{IJ}^{AB}-Z_{JI}^{AB}$. In the first term $K,C$ share a spin $\sigma$, and $L,D$ share a spin $\tau$. The direct integral is present for every choice and gives $\langle kl|cd\rangle w_{ik}^{ac}w_{lj}^{db}$. The exchange integral needs $\sigma=\tau$ and gives $-\langle kl|dc\rangle(u_{ik}^{ac}t_{lj}^{db}+t_{ik}^{ac}u_{lj}^{db})$. In the second term the spins are fixed as $K\alpha$, $C\beta$, $L\beta$, $D\alpha$:
\[
-\bigl(-\langle kl|dc\rangle\bigr)\bigl(-t_{kj}^{ac}\bigr)\bigl(-t_{il}^{db}\bigr)=\langle kl|dc\rangle t_{kj}^{ac}t_{il}^{db}.
\]

Collecting the terms that occur in permuted pairs into
\begin{align}
X_{ij}^{ab}={}&F_{bc}t_{ij}^{ac}-F_{kj}t_{ik}^{ab}+\langle kb|cj\rangle w_{ik}^{ac}\nonumber\\
&-\langle kb|jc\rangle t_{ik}^{ac}-\langle kb|ic\rangle t_{kj}^{ac},\label{X}
\end{align}
we obtain the equation to be solved:
\begin{align}
0=R_{ij}^{ab}={}&\langle ab|ij\rangle+X_{ij}^{ab}+X_{ji}^{ba}+\langle ab|cd\rangle t_{ij}^{cd}\nonumber\\
&+\bigl(\langle kl|ij\rangle+\langle kl|cd\rangle t_{ij}^{cd}\bigr)t_{kl}^{ab}
+\langle kl|cd\rangle w_{ik}^{ac}w_{lj}^{db}\nonumber\\
&-\langle kl|dc\rangle\bigl(u_{ik}^{ac}t_{lj}^{db}+t_{ik}^{ac}u_{lj}^{db}\bigr)
+\langle kl|dc\rangle t_{kj}^{ac}t_{il}^{db}.\label{final}
\end{align}
Same-spin amplitudes still act in it, through $u$ and $w$, but they are no longer separate unknowns.

\section*{(f) Energy and the two-electron case}

\textit{Spin-integrate $E_c=\frac14\langle IJ||AB\rangle t_{IJ}^{AB}$, and examine the contribution of two electrons in the same spatial orbital.}

\textbf{Solution.} The four opposite-spin arrangements give $\langle ij|ab\rangle t_{ij}^{ab}$. The two same-spin blocks give $2\cdot\frac14(\langle ij|ab\rangle-\langle ij|ba\rangle)u_{ij}^{ab}=\langle ij|ab\rangle u_{ij}^{ab}$. Hence
\begin{equation}
E_c=\underbrace{\langle ij|ab\rangle t_{ij}^{ab}}_{\text{opposite spin}}+\underbrace{\langle ij|ab\rangle u_{ij}^{ab}}_{\text{same spin}}=\langle ij|ab\rangle w_{ij}^{ab}.\label{E}
\end{equation}
For $i=j$, pair symmetry gives $t_{ii}^{ab}=t_{ii}^{ba}$, so $u_{ii}^{ab}=0$, as the Pauli principle demands. A two-electron singlet has no same-spin part. In a larger molecule the same-spin energy comes from pairs of different spatial orbitals.

\section*{(g) Does iteration stay in the singlet space?}

\textit{Consider the update $t\to t-R/\Delta$ with $\Delta_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$, and count the unknowns for $o$ occupied and $v$ virtual orbitals.}

\textbf{Solution.} The denominator is independent of spin and unchanged by $i\leftrightarrow j$ or $a\leftrightarrow b$. If the current $T$ is a singlet, \eqref{R} gives
\[
u_{ij}^{ab}-\frac{R(\alpha\alpha)_{ij}^{ab}}{\Delta_{ij}^{ab}}
=\Bigl(t_{ij}^{ab}-\frac{R_{ij}^{ab}}{\Delta_{ij}^{ab}}\Bigr)-\Bigl(t_{ij}^{ba}-\frac{R_{ij}^{ba}}{\Delta_{ij}^{ba}}\Bigr),
\]
so the updated blocks obey \eqref{u}; pair symmetry is kept for the same reason. The start $t=0$ is a singlet, and by induction so is every iterate in exact arithmetic. Convergence is a separate question.

The $\alpha\beta$ block has $(ov)^2$ elements, of which pair symmetry leaves $ov(ov+1)/2$ independent. Without spin adaptation the three blocks hold $(ov)^2+2\binom o2\binom v2$ unknowns.

\section*{(h) Lithium hydride}

\textit{Apply the equations to the LiH molecule at a chosen distance of $1.60$~\AA{} in the STO-3G basis, with all four electrons correlated. Interpret the same-spin amplitudes and energies.}

\textbf{Solution.} Here $o=2$ and $v=4$, so $ov=8$. There are $64$ elements in the $\alpha\beta$ block, $8\cdot9/2=36$ independent ones, and $64+2\cdot1\cdot6=76$ unknowns in the three separate blocks.

Equation \eqref{final} was solved alone, starting from zero. The full spin-orbital equations were solved separately from a guess that violated the spin relations by up to $0.017$. That iteration removed the violation, to $1.8\times10^{-12}$, and reached the same amplitudes. This is evidence for one molecule and one guess, not a proof that every start leads to the singlet root.

For $i=1$, $j=2$, $a=6$, $b=3$, the largest same-spin amplitude is
\begin{align*}
u_{12}^{63}&=t_{12}^{63}-t_{12}^{36}\\
&=-0.00076140-(-0.00030212)=-0.00045928 ,
\end{align*}
and the spin-orbital solution gives the same $\alpha\alpha$ value. The overall sign depends on the arbitrary signs of the orbitals.

Of six independent $\alpha\alpha$ amplitudes, one exceeds $10^{-7}$ in magnitude. Axial symmetry explains this. Orbitals 4 and 5 are the degenerate $\pi$ pair, and the other orbitals are $\sigma$. Exciting two $\sigma$ electrons into one $\sigma$ and one $\pi$ orbital would change the angular momentum about the axis, which removes four amplitudes. The antisymmetric combination of $\pi_x$ and $\pi_y$ changes sign under $x\to-x$, while the occupied $\sigma$ pair does not, which removes a fifth. The pair $(3,6)$ remains.

The energy \eqref{E} is
\[
E_c=-0.0200095-0.0000010=-0.0200105\ \text{hartree},
\]
or $-8.724\times10^{-20}$~J. The same-spin part is about $0.005\%$ of the total. By part (f) it can come only from the pair $(1,2)$, whereas the opposite-spin part also contains the pairs $(1,1)$ and $(2,2)$. The valence pair $(2,2)$ alone gives $-0.0197861$ hartree, while $(1,2)$ couples the Li core to the valence orbital, which a minimal basis hardly correlates. The small size therefore belongs to this molecule and basis: the same-spin share rises to $0.21\%$ in cc-pVDZ, $0.68\%$ in cc-pVTZ and $0.94\%$ with cc-pCVTZ on Li and cc-pVTZ on H. It does not justify dropping $u$ in general.

Full configuration interaction in the same basis gives $-0.0204596$ hartree. CCD thus recovers $97.8\%$ of the correlation energy available in this basis. Of the remaining $0.00045$ hartree, $0.00044$ is recovered by adding singles (CCSD gives $-0.0204491$ hartree) and $0.00001$ by cluster operators beyond doubles. None of it is due to spin adaptation: the spin-orbital CCD energy agrees with the spin-integrated one. A minimal basis leaves out most of the freedom electrons have to avoid each other. The CCD energy becomes $-0.0308$ hartree in cc-pVDZ, $-0.0498$ in cc-pVTZ and $-0.0773$ with cc-pCVTZ on Li and cc-pVTZ on H, and the fraction of the full CI value recovered is $95.5\%$ in 6-31G and $98.9\%$ in cc-pVDZ. The STO-3G energies illustrate the equations and do not predict measured values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
LiH molecule, RHF/STO-3G, all electrons correlated
Li-H distance (chosen): 1.60 angstrom
occupied / virtual spatial orbitals: 2 / 4
determinants with M_s = 0: 225
RHF total energy: -7.86186477 hartree
Orbital energies (hartree): -2.34876 -0.28527 0.07822 0.16394 0.16394 0.54771
-- tests at random amplitudes, largest deviations (hartree) --
spin-orbital equation vs definition: 5.3e-16
alpha-beta equation vs definition: 2.3e-15
residual spin relations, singlet T2: 3.9e-16
residual spin relations, singlet T1+T2: 4.7e-16
residual spin relations, non-singlet T2: 0.5420
-- numbers of unknowns --
alpha-beta amplitudes, no pair symmetry: 64
alpha-beta amplitudes, with pair symmetry: 36
independent alpha-alpha amplitudes: 6
all three spin blocks together: 76
-- solutions --
iterations, alpha-beta equation alone: 29
iterations, full spin-orbital equations: 29
spin-relation error of non-singlet guess: 0.0166
spin-relation error after convergence: 1.8e-12
largest residual, all blocks, from alpha-beta solution: 5.1e-12 hartree
-- largest same-spin amplitude (orbitals numbered from 1) --
i, j, a, b: 1, 2, 6, 3
t_ij^ab (alpha-beta): -0.00076140
t_ij^ba (alpha-beta): -0.00030212
difference t_ij^ab - t_ij^ba: -0.00045928
alpha-alpha amplitude, spin-orbital solution: -0.00045928
independent alpha-alpha amplitudes above 1e-7: 1
-- correlation energies --
opposite-spin part: -0.02000947 hartree
same-spin part (both spins): -0.00000104 hartree
CCD, alpha-beta equation alone: -0.02001050 hartree
CCD, full spin-orbital equations: -0.02001050 hartree
CCD in SI: -8.72407e-20 J
full CI in the same basis: -0.02045961 hartree
CCD minus full CI: 0.00044911 hartree
\end{verbatim}
